# Steady-State Emission and Surface Composition of a Sputtered Binary Target

## Definitions and conventions

A homogeneous target contains atoms A and B with bulk atomic fractions \(x\) and \(1-x\), where \(0<x<1\). An ion flux \(J\), in ions per area and time, erodes it. The fluence is \(\Phi=Jt\). All yields count emitted atoms per incident ion, summed over all emission angles; an atom that leaves inside a cluster counts as one atom of its species.

Three kinds of yield have to be kept apart.

- The partial yields \(Y_A\) and \(Y_B\) are the numbers of A and B atoms emitted per ion.
- The total yield is \(Y=Y_A+Y_B\).
- The component yields \(a\) and \(b\) are the partial yields divided by the surface fractions. With \(c\) the A fraction of the outermost atomic layer,

\[
Y_A=a\,c,\qquad Y_B=b\,(1-c). \tag{1}
\]

The component yields may themselves depend on \(c\), because the binding of a surface atom depends on its neighbours. They are taken as positive, and as constant where this is stated.

The outermost layer holds a fixed number \(N\) of atoms per area, and the target has atomic density \(n\), so that one layer has thickness \(N/n\). Emission is assigned to this layer alone. Ion retention, redeposition and supply of atoms from outside are neglected at first. The dose \(\Phi/N\) is the number of ions per surface site.

The result to be implemented is, at steady erosion,

\[
\frac{Y_A}{Y_B}=\frac{x}{1-x},\qquad
\frac{c^*}{1-c^*}=\frac{x}{1-x}\,\frac{b}{a}, \tag{2}
\]

where \(c^*\) is the steady surface fraction and \(a,b\) are evaluated at \(c^*\).

## Why a fresh surface does not emit bulk composition

A surface that has just been exposed without preference has \(c=x\). Equation (1) then gives

\[
\left.\frac{Y_A}{Y_B}\right|_{\Phi=0}=\frac{x}{1-x}\,\frac{a(x)}{b(x)} . \tag{3}
\]

This is the bulk ratio only if the two component yields are equal at \(c=x\). If \(a>b\), the early emission is rich in A and the surface loses A. For constant component yields, this loss lowers \(Y_A\) and raises the share of B in the emission, until the supply from below balances the loss of each species.

## Steady state from conservation of atoms

Take a region that begins at the surface, moves with it, and ends at a depth where the composition is still that of the bulk. Let \(N_A\) and \(N_B\) be the atoms per area in this region, and let \(F\) be the number of target atoms per area and time that enter through its lower boundary as the surface recedes. The entering atoms have bulk composition, and no diffusion crosses the boundary because the composition there is uniform. Hence

\[
\frac{dN_A}{dt}=xF-JY_A,\qquad
\frac{dN_B}{dt}=(1-x)F-JY_B . \tag{4}
\]

In a steady state both derivatives vanish. Dividing \(JY_A=xF\) by \(JY_B=(1-x)F\) removes \(F\) and \(J\) and leaves the first part of (2). Inserting (1) gives

\[
\frac{a\,c^*}{b\,(1-c^*)}=\frac{x}{1-x}, \tag{5}
\]

and multiplication by \(b/a\) gives the second part.

The argument says nothing about the processes inside the region. Absence of interdiffusion is therefore sufficient for (2) but not necessary: mixing or segregation may redistribute atoms, provided that a stationary altered zone of finite depth forms. The component yields must then be those that hold for the surface produced by these processes.

For constant \(a\) and \(b\), equation (5) can be solved explicitly. Cross-multiplying,

\[
a(1-x)c^*=xb(1-c^*)
\;\Rightarrow\;
c^*\,[a(1-x)+bx]=xb .
\]

With the abbreviation \(R=a(1-x)+bx\),

\[
c^*=\frac{xb}{R}. \tag{6}
\]

The emitted A fraction is \(x\), so \(ac^*=xY^*\), and the steady total yield is

\[
Y^*=\frac{ac^*}{x}=\frac{ab}{R},\qquad
\frac{1}{Y^*}=\frac{a(1-x)+bx}{ab}=\frac{x}{a}+\frac{1-x}{b}. \tag{7}
\]

This is a harmonic mean weighted with the bulk fractions. The fresh surface instead has the arithmetic mean \(Y_0=ax+b(1-x)\). Their difference follows from

\[
\begin{aligned}
Y_0R-ab&=x(1-x)(a^2+b^2)+ab\,[x^2+(1-x)^2-1]\\
&=x(1-x)(a^2+b^2)-2abx(1-x),
\end{aligned}
\]

where \(x^2+(1-x)^2-1=-2x(1-x)\) was used. Division by \(R\) gives

\[
Y_0-Y^*=\frac{x(1-x)(a-b)^2}{R}\ge 0 . \tag{8}
\]

For constant component yields, preferential sputtering thus lowers the total yield between the fresh and the steady surface, whichever species is emitted more easily.

## Approach to the steady state without mixing

Without interdiffusion the altered region is the outermost layer. Each emitted atom exposes one atom from below, which is A with probability \(x\). Per ion, \(ac\) atoms of A leave and \(xY\) atoms of A are exposed:

\[
N\frac{dc}{d\Phi}=-ac+x\,[ac+b(1-c)] . \tag{9}
\]

For constant component yields, collecting the terms in \(c\) gives

\[
N\frac{dc}{d\Phi}=xb-[a(1-x)+bx]\,c=-R\,(c-c^*), \tag{10}
\]

because \(xb=Rc^*\). With \(c=x\) at zero fluence, the solution is

\[
c(\Phi)=c^*+(x-c^*)\,e^{-\Phi/\Phi_0},\qquad \Phi_0=\frac{N}{R}. \tag{11}
\]

The A atoms emitted in excess of bulk proportion also follow from (9). The excess per ion is \(ac-xY=-N\,dc/d\Phi\), and its integral over the whole transient is

\[
\int_0^\infty (ac-xY)\,d\Phi=N(x-c^*). \tag{12}
\]

This is the amount of A missing from the altered layer. A negative value means an excess of B. A collector that gathers the emission from the start keeps this excess, whose relative weight falls as more material is removed.

The number of layers removed is \(\frac1N\int Y\,d\Phi\). Since \(Y=b+(a-b)c\), we have \(Y-Y^*=(a-b)(c-c^*)\), and integrating (11) gives

\[
L(\Phi)=\frac{Y^*\Phi}{N}+\frac{(a-b)(x-c^*)}{R}\left(1-e^{-\Phi/\Phi_0}\right). \tag{13}
\]

## Interpretation by survival times

A surface with A fraction \(c\) has \(cN\) atoms of A per area and emits \(ac\) of them per ion. An exposed A atom is therefore removed with probability \(a/N\) per unit fluence, and it survives a mean fluence \(N/a\). A B atom survives \(N/b\) on average.

At one site, bulk atoms are exposed one after another. A fraction \(x\) of them are A, so the mean fluence spent per atom is \(N[x/a+(1-x)/b]=N/Y^*\), in agreement with (7). The fraction of the fluence during which an A atom is exposed is

\[
\frac{x/a}{x/a+(1-x)/b}=\frac{xb}{xb+(1-x)a}=c^* . \tag{14}
\]

The inverse yield ratio in (2) is thus a ratio of survival times. Atoms arrive at the surface in bulk proportion and leave in bulk proportion, but the species that is harder to remove stays longer and therefore has a larger share of the surface than of the bulk.

## Limiting cases

If \(a=b\), then \(c^*=x\) and nothing changes with fluence. If A is dilute, \(x\ll1\) and \(xb\ll a\), then \(R\approx a\) and \(c^*\approx xb/a\): the dilute species is depleted or enriched by the full factor \(b/a\).

If \(b\ll a\), with \(bx\ll a(1-x)\), equations (6) and (7) become

\[
c^*\approx\frac{x}{1-x}\,\frac{b}{a},\qquad Y^*\approx\frac{b}{1-x}.
\]

The slow species covers the surface and sets the erosion rate. At \(b=0\) the rule of bulk emission loses its meaning. Then \(R=a(1-x)\). Without mixing, the surface fraction is \(c=xe^{-a(1-x)\Phi/N}\), and emission stops after

\[
\int_0^\infty ac\,d\Phi=\frac{Nx}{1-x}
\]

atoms of A per area. No B has been emitted, and there is no steady erosion.

## Component yields that depend on composition

Equation (5) remains valid but becomes implicit. Define

\[
h(c)=\frac{c\,a(c)}{(1-c)\,b(c)},\qquad h(c^*)=\frac{x}{1-x}. \tag{15}
\]

If \(a\) and \(b\) are positive and continuous on \(0\le c\le1\), \(h\) runs from zero to infinity, so at least one solution exists. For differentiable yields,

\[
\frac{d\ln h}{dc}=\frac1c+\frac1{1-c}+\frac{d}{dc}\ln\frac ab
=\frac{1}{c(1-c)}+\frac{d}{dc}\ln\frac ab . \tag{16}
\]

If this is positive throughout, the solution is unique. Since \(c(1-c)\le1/4\), the first term is at least 4, and \(d\ln(a/b)/dc>-4\) is a sufficient condition.

The same condition ensures that the layer without mixing approaches the solution. Equation (9) can be written as

\[
N\frac{dc}{d\Phi}=xb(1-c)-(1-x)ac
=(1-x)\,b\,(1-c)\left[\frac{x}{1-x}-h(c)\right]. \tag{17}
\]

For increasing \(h\), the bracket is positive below \(c^*\) and negative above it, so \(c\) moves towards \(c^*\) from both sides.

In an implementation, the root of \((1-x)\,c\,a(c)-x(1-c)\,b(c)\) should be bracketed between 0 and 1. This form avoids the division by \(1-c\), and its end values, \(-x\,b(0)\) and \((1-x)\,a(1)\), have opposite signs. If \(h\) is not increasing throughout, there can be several roots and the bracket returns only one of them. By (17), a root at which \(h\) decreases is unstable, and the state that is reached must be found by integrating (17) from the initial composition.

## Mixing between layers

Number the layers \(k=1,2,\dots\) from the surface, and let each ion exchange \(m\) atoms in each direction between neighbouring layers, at the same rate at all depths. Real ion mixing ends near the ion range, so this model applies only while the altered zone it predicts is thinner than that range. The net upward flow of A from layer \(k+1\) to layer \(k\), per ion, is

\[
f_k=Yc_{k+1}+m(c_{k+1}-c_k). \tag{18}
\]

The first term is the replacement of emitted atoms, the second the mixing. The first term assumes that the atom below an emitted one has the mean composition of its layer, whichever species was emitted. With mixing this is an approximation, which affects the profile below the surface but not the bulk ratio of the steady emission. In a steady state every layer receives as much A as it passes on, so all \(f_k\) equal the emission \(ac_1\). Deep in the target the composition is uniform and \(f_k=xY\). Thus \(ac_1=xY\), as without mixing, and for constant component yields \(c_1=c^*\).

The profile follows from \(f_k=xY\). With \(d_k=c_k-x\),

\[
Yd_{k+1}+m(d_{k+1}-d_k)=0
\;\Rightarrow\;
d_{k+1}=q\,d_k,\quad q=\frac{m}{Y^*+m}. \tag{19}
\]

The deviation from the bulk falls by the factor \(q\) per layer. At \(m=0\) it is confined to the first layer.

Mixing enlarges the store of missing A. Summing the geometric series with \(1-q=Y^*/(Y^*+m)\) gives

\[
N\sum_{k\ge1}(x-c_k)=\frac{N(x-c^*)}{1-q}=N(x-c^*)\left(1+\frac{m}{Y^*}\right). \tag{20}
\]

This amount must be emitted in excess before the steady state is reached. For constant component yields the excess per ion is still \(ac_1-xY=R(c_1-c^*)\), so the integral of \(c_1-c^*\) over fluence grows by the factor \(1+m/Y^*\). The transient is longer by this measure.

## Worked example

The parameters describe a model alloy, not a particular material: \(x=0.60\), constant \(a=2.0\) and \(b=0.80\) atoms per ion, \(N=1.5\times10^{19}\ \mathrm{m^{-2}}\), \(n=6.0\times10^{28}\ \mathrm{m^{-3}}\), and singly charged ions at \(1.0\ \mathrm{A/m^2}\). Dividing the current density by the elementary charge gives \(J=6.24\times10^{18}\ \mathrm{m^{-2}\,s^{-1}}\).

The bulk ratio is \(0.60/0.40=1.5\). The fresh surface emits A and B in the ratio \(1.5\times2.0/0.80=3.75\). At steady erosion the surface ratio is \(1.5\times0.80/2.0=0.60\). Equivalently, \(R=2.0\times0.40+0.80\times0.60=1.28\) and \(c^*=0.48/1.28=0.375\). The partial yields are \(2.0\times0.375=0.75\) and \(0.80\times0.625=0.50\), whose ratio is again 1.5. The majority species of the bulk has become the minority at the surface, while the emission has bulk composition.

The total yield falls from 1.52 to 1.25 atoms per ion. The relaxation fluence is \(1.5\times10^{19}/1.28=1.17\times10^{19}\ \mathrm{m^{-2}}\), reached in 1.88 s. The steady recession speed is \(JY^*/n=0.130\) nm/s. The transient without mixing is as follows.

| Ions per site | Surface A fraction | Emitted A/B |
|---|---|---|
| 0 | 0.600 | 3.75 |
| 0.5 | 0.494 | 2.44 |
| 1 | 0.438 | 1.94 |
| 2 | 0.392 | 1.61 |
| 4 | 0.376 | 1.51 |

The surface deviation falls to 1% of its initial value at \(\ln(100)/1.28=3.60\) ions per site. By (13), about \(1.25\times3.60+0.21=4.7\) layers, or 1.2 nm, have then been removed. The excess of emitted A is \(0.60-0.375=0.225\) layer.

A random simulation of 40000 atomic columns tests these results from individual survival times, without using the balance (9). Late in the erosion it gives an emitted A fraction of 0.599, a surface fraction of 0.372 and a total yield of 1.245. The binomial standard error of the surface fraction is \(\sqrt{0.375\times0.625/40000}=0.0024\), so its difference of 0.003 from the formula is of the expected size. The simulation shares the assumption that survival depends on species alone; it does not test the collision physics behind \(a\) and \(b\).

With mixing of \(m=2.0\) atoms per ion, \(q=2.0/3.25=0.615\). The first four layers have A fractions 0.375, 0.462, 0.515 and 0.548, and the emitted ratio remains 1.5. The integrated surface deviation grows by \(1+2.0/1.25=2.6\), but the dose at which the deviation has fallen to 1% grows from 3.60 to 15.3 ions per site, a factor of 4.2. A single exponential would give the same factor for both measures, so the decay with mixing has a slower tail. These values rest on the mean-composition assumption in (18); keeping the correlations between atoms of one column raises the fractions of layers 2 to 4 by up to about 0.001 and the 1% dose by about 0.2 ions per site.

For composition-dependent yields, take \(a=2.0(1-0.3c)\) and \(b=0.80(1+0.5c)\). Equation (5) reads

\[
0.80\,c\,(1-0.3c)=0.48\,(1+0.5c)(1-c).
\]

The quadratic terms are \(-0.24c^2\) on both sides and cancel, leaving \(1.04c=0.48\) and \(c^*=0.462\). There \(a=1.72\) and \(b=0.985\), and the surface ratio is 0.857. Yields taken at the bulk composition would give \(1.5\times1.04/1.64=0.951\), which is 11% above the correct ratio.

## Conditions of use

To infer the bulk ratio from a surface measured after steady erosion, multiply the surface ratio by \(a/b\). This requires a measurement of the emitting layer. An equal-weight average over the first four layers of the example gives an A fraction of \((0.375+3\times0.600)/4=0.544\) without mixing and 0.475 with it. The corresponding ratios are 1.19 and 0.90, instead of 0.60. The depth weighting of the measurement must therefore be modelled together with the profile.

If atoms also leave from deeper layers, with depth weights that sum to one and are the same for both species, (1) holds with \(c\) replaced by the weighted mean \(\bar c\). Equation (2) then gives \(\bar c\), not the fraction in the outermost layer.

Retained ions of a third species leave (4) unchanged. In a steady state the ratio of the surface fractions of A and B is still given by (2), with component yields for the surface that contains the ions. Equation (6) no longer applies, because the two fractions do not add up to one. If the ions are themselves A or B and are retained, (4) needs a source term and the emission differs from bulk composition.

With redeposition, the balance fixes the net loss. If fractions \(r_A\) and \(r_B\) of the emitted atoms return, \([Y_A(1-r_A)]/[Y_B(1-r_B)]\) equals the bulk ratio, and \(a(1-r_A)\) and \(b(1-r_B)\) replace the component yields in (2).

The steady result also fails when the altered zone reaches a substrate or a layer of different composition, or when the erosion ends during the transient. Equation (20) makes the missing A grow in proportion to \(m/Y^*\) for strong mixing, but only if mixing reaches all depths. If it is confined to the top \(K\) layers, \(f_K=Yc_{K+1}=xY\) gives \(d_{K+1}=0\), and the missing A is \(N(x-c^*)(1-q^K)/(1-q)\), which cannot exceed \(KN(x-c^*)\) in magnitude. A film not much thicker than the mixed zone may be consumed before its emission settles at the bulk ratio.

The numerical output below lists the main values used here; the remaining ones follow from them by simple arithmetic.

## Computed values

```
bulk A fraction x = 0.60
component yields a, b = 2.00, 0.80 atoms/ion
layer density N = 1.50e+19 m^-2
atomic density = 6.00e+28 m^-3
layer thickness N/n = 0.250 nm
ion current density = 1.00 A/m^2
ion flux = 6.242e+18 m^-2 s^-1
bulk ratio A/B = 1.5000
initial emitted ratio A/B = 3.7500
steady surface ratio A/B = 0.6000
steady surface A fraction = 0.3750
steady partial yield of A = 0.7500 atoms/ion
steady partial yield of B = 0.5000 atoms/ion
initial total yield = 1.5200 atoms/ion
steady total yield = 1.2500 atoms/ion
a(1-x)+bx = 1.2800 atoms/ion
relaxation fluence = 1.172e+19 m^-2
relaxation time = 1.878 s
steady recession speed = 0.1300 nm/s
excess A emitted = 0.2250 layers
excess A emitted = 3.375e+18 m^-2
transient: ions per site, surface A fraction, emitted A/B
  0.0  0.6000  3.7500
  0.5  0.4936  2.4372
  1.0  0.4376  1.9449
  2.0  0.3924  1.6145
  4.0  0.3763  1.5086
simulation: number of columns = 40000
simulation: late emitted A fraction = 0.5992
simulation: late surface A fraction = 0.3720
simulation: surface A fraction at 0.5 ions/site = 0.4913
simulation: late total yield = 1.2454 atoms/ion
simulation: excess A emitted = 0.2138 layers
mixing m = 2.00 atoms/ion
mixing: decay factor per layer = 0.6154
mixing: A fraction, layers 1-4 = 0.3750 0.4615 0.5148 0.5476
mixing: steady emitted ratio A/B = 1.5000
dose to 1% of initial deviation, m=0: 3.60 ions/site
dose to 1% of initial deviation, mixed: 15.26 ions/site
variable yields: a = 2.0(1-0.3c), b = 0.80(1+0.5c) atoms/ion
variable yields: steady surface A fraction = 0.4615
variable yields: a, b there = 1.7231, 0.9846 atoms/ion
variable yields: steady surface ratio A/B = 0.8571
variable yields: ratio from bulk-point yields = 0.9512
```
